# Emitter Current Crowding under a Stripe: The Secant-Squared Law

## The theorem

An npn transistor has a long emitter stripe of width $2w$ and length $L$, with a base contact along each side. Let $x$ be the distance from the centre line of the stripe, so that $x=w$ is the emitter edge next to a contact.

**Theorem.** Under the assumptions listed below, the emitter current density is

$$J(x)=\frac{J_0}{\cos^2(zx/w)},\qquad 0\le x\le w ,$$

where $J_0=J(0)$, and $z$ is the single root in $0<z<\pi/2$ of

$$z\tan z=T,\qquad T=\frac{R_s w\,i_B}{2V_T}.$$

The two densities at the ends of the interval are

$$J_0=J_*z^2,\qquad J(w)=J_*(z^2+T^2),\qquad J_*=\frac{2(\beta+1)V_T}{R_sw^2}.$$

Here $R_s$ is the sheet resistance of the base under the emitter, $\beta$ the ratio of collector to base current, $V_T=kT_{\rm abs}/q$ the thermal voltage, and $i_B$ the base current per unit stripe length that enters from one side.

The secant squared is measured from the line where the lateral base current vanishes, not from the contact. With two equal contacts this is the centre line. With a contact on one side only, it is the far edge of the emitter; the theorem then holds with $w$ replaced by the full stripe width and $i_B$ by the whole base current per unit length.

**Assumptions.**

1. $R_s$, $\beta$ and the temperature are the same everywhere under the stripe.
2. The emitter is an equipotential, and $L\gg w$, so that all quantities depend on $x$ alone.
3. The emitter current crosses the junction vertically, and the sidewalls inject nothing.
4. The lateral base current is ohmic.
5. The junction is under forward bias $V\gg V_T$ and obeys $J=J_s e^{V/V_T}$ with uniform $J_s$.

All currents are counted as positive magnitudes. The bias $V(x)$ is the local base potential minus the emitter potential, and the lateral hole current per unit length, $i(x)$, is positive when it flows from the contact towards the centre. For a pnp device the polarities reverse and the equations for the magnitudes stay the same.

## Lemma 1: the equation for the local bias

**Lemma 1.** Let $u(x)=[V(x)-V(0)]/V_T$. Then

$$u''=2a^2e^{u},\qquad u(0)=0,\quad u'(0)=0,\qquad a^2=\frac{R_sJ_0}{2(\beta+1)V_T}.$$

**Proof.** Consider the part of the base between $x$ and $x+dx$. A current $i(x+dx)$ enters it from the contact side and $i(x)$ leaves towards the centre. The difference is the base current used in the strip, $J_B\,dx$. The emitter current is the sum of collector and base currents, so $J=(\beta+1)J_B$ and

$$\frac{di}{dx}=\frac{J}{\beta+1}. \tag{1}$$

By symmetry no current crosses the centre line, hence $i(0)=0$. With a single contact the same condition holds at the far edge, because no current can enter there.

The holes flow towards smaller $x$, so the base potential falls in that direction and rises towards the contact. A length $dx$ of a sheet of unit breadth has resistance $R_s\,dx$. Since the emitter potential is constant,

$$\frac{dV}{dx}=R_s\,i. \tag{2}$$

Differentiating (2), with $R_s$ constant, and inserting (1) gives

$$\frac{d^2V}{dx^2}=\frac{R_s}{\beta+1}J.$$

The junction law gives $J(x)/J_0=e^{[V(x)-V(0)]/V_T}=e^{u}$. Division by $V_T$ yields

$$u''=\frac{R_sJ_0}{(\beta+1)V_T}\,e^u=2a^2e^u .$$

The first initial condition is the definition of $u$; the second is (2) at $x=0$, where $i=0$. $\square$

The equation contains a feedback. A larger local bias draws more emitter current, which needs more base current, which steepens the bias. At a given centre density it makes the bias rise faster than the parabola $u=a^2x^2$, which a uniform current density would produce.

## Lemma 2: its solution

**Lemma 2.** For $0\le ax<\pi/2$ the solution is $u(x)=-2\ln\cos(ax)$, and there is no other.

**Proof.** Multiply the equation by $u'$. The left side is $\tfrac12(u'^2)'$ and the right side is $(2a^2e^u)'$. Integrating from $0$ to $x$, with both initial values zero, gives

$$u'^2=4a^2(e^u-1). \tag{3}$$

Equation (3) alone would also admit the constant $u=0$, but that has $u''=0$, whereas Lemma 1 demands $u''=2a^2$ there. Since $u''>0$ everywhere and $u'(0)=0$, both $u'$ and $u$ are positive for $x>0$. The positive root applies:

$$u'=2a\sqrt{e^u-1}.$$

Define an angle $\theta$ in $[0,\pi/2)$ by $\cos\theta=e^{-u/2}$. Then $\sin\theta=\sqrt{1-e^{-u}}$. Differentiating the definition,

$$-\sin\theta\;\theta'=-\tfrac12u'e^{-u/2}=-a\sqrt{e^u-1}\;e^{-u/2}=-a\sqrt{1-e^{-u}}=-a\sin\theta .$$

For $x>0$ the sine is not zero, so $\theta'=a$. As $x\to0$, $u\to0$ and $\theta\to0$, hence $\theta=ax$. This means $e^{-u/2}=\cos(ax)$, which is the stated solution, and any solution must have this form.

Conversely, $u=-2\ln\cos(ax)$ has $u'=2a\tan(ax)$ and $u''=2a^2/\cos^2(ax)=2a^2e^u$, with $u(0)=u'(0)=0$. $\square$

It follows at once that $J=J_0e^u=J_0/\cos^2(ax)$.

## Proof of the theorem

It remains to express $a$ through the base current. From (2) and Lemma 2,

$$i(x)=\frac{V_T}{R_s}u'=\frac{2aV_T}{R_s}\tan(ax).$$

At the edge $i(w)=i_B$. With $z=aw$,

$$i_B=\frac{2V_T}{R_sw}\,z\tan z\quad\Longrightarrow\quad z\tan z=\frac{R_swi_B}{2V_T}=T.$$

The derivative of $z\tan z$ is $\tan z+z/\cos^2z>0$, and the function runs from $0$ to infinity as $z$ goes from $0$ to $\pi/2$. Each positive $T$ therefore has one root, and the secant stays finite for every finite base current.

The definition of $a^2$ gives $J_0=2(\beta+1)V_Ta^2/R_s$. Inserting $a=z/w$ gives $J_0=J_*z^2$. Finally, $1/\cos^2z=1+\tan^2z$, so

$$J(w)=J_*z^2(1+\tan^2z)=J_*(z^2+T^2).\qquad\square$$

**Remark (effective width).** The emitter current per unit length on one side is $i_E=(\beta+1)i_B=J_*wT$. The width that would carry it at the edge density is

$$w_{\rm eff}=\frac{i_E}{J(w)}=\frac{wT}{z^2+T^2}=\frac{w\sin z\cos z}{z}. \tag{4}$$

The last form follows from $T=z\tan z$ and $z^2+T^2=z^2/\cos^2z$.

**Remark (given bias).** If the bias $V_{BE}$ at the emitter edge is prescribed in place of the current, then $J(w)=J_se^{V_{BE}/V_T}$ is known and $z$ follows from $z/\cos z=\sqrt{J(w)/J_*}$. The left side increases from $0$ to infinity, so this root is also unique. Resistance between the metal contact and the emitter edge adds to the terminal voltage, but at given $i_B$ it does not alter the distribution under the emitter.

## Corollary 1: weak crowding and the base resistance

For small $T$, the expansion $z\tan z=z^2+z^4/3+\dots$ gives $z^2=T-T^2/3+\dots$. To leading order the density is a shallow parabola, $J\approx J_0(1+Tx^2/w^2)$.

Let $\bar J=i_E/w$ be the mean density. A junction without lateral drop would need the bias $V_T\ln(\bar J/J_s)$. The extra bias is, by (4),

$$\Delta V=V_T\ln\frac{J(w)}{\bar J}=V_T\ln\frac{w}{w_{\rm eff}}=V_T\ln\frac{2z}{\sin2z}.$$

Using $\ln(y/\sin y)=y^2/6+y^4/180+\dots$ with $y=2z$,

$$\frac{\Delta V}{V_T}=\frac{2z^2}{3}+\frac{4z^4}{45}+\dots=\frac{2T}{3}-\frac{2T^2}{9}+\frac{4T^2}{45}+\dots=\frac{2T}{3}\left(1-\frac T5+\dots\right).$$

The leading term is $\Delta V=R_swi_B/3$. For two contacts, $i_B=I_B/(2L)$ with total base current $I_B$, so

$$r_b=\frac{\Delta V}{I_B}=\frac{R_s w}{6L}=\frac{R_s(2w)}{12L}. \tag{5}$$

For one contact $w$ is replaced by $2w$ and $i_B$ by $I_B/L$, which makes $r_b$ four times larger. The factor $1-T/5$ shows that this resistance falls as crowding sets in: the current moves towards the contact and crosses less of the base.

## Corollary 2: strong crowding

For $T\gg1$ write $z=\pi/2-\delta$. Then $\tan z=\cot\delta\approx1/\delta$, and $(\pi/2-\delta)/\delta=T$ gives $\delta\approx\pi/[2(1+T)]$. Consequently

$$J_0\to\frac{\pi^2}{4}J_*,\qquad J(w)\to J_*T^2,\qquad w_{\rm eff}\to\frac wT=\frac{2V_T}{R_si_B}.$$

The centre density saturates, and further current is carried near the edge. The effective width no longer depends on the stripe width. At a distance $y=w-x\ll w$ from the edge, $\cos(zx/w)=\sin(\delta+zy/w)\approx\delta+\pi y/(2w)$, and therefore

$$J\approx\frac{J(w)}{(1+y/w_{\rm eff})^2}.$$

The characteristic measured at the emitter edge, without the outer base resistance, changes too. Let $n_{\rm id}=d(V_{BE}/V_T)/d\ln I$ be the local ideality factor. From $V_{BE}/V_T=\text{const}+2\ln z-2\ln\cos z$ and $\ln I=\text{const}+\ln z+\ln\tan z$,

$$\frac{d(V_{BE}/V_T)}{dz}=\frac2z+2\tan z=\frac{2(1+T)}{z},$$

$$\frac{d\ln I}{dz}=\frac1z+\tan z+\cot z=\frac{1+T+z^2/T}{z},$$

where $z\cot z=z^2/T$ was used. The quotient is

$$n_{\rm id}=\frac{2(1+T)}{1+T+z^2/T}. \tag{6}$$

For $T\to0$, $z^2/T\to1$ and $n_{\rm id}\to1$. For $T\to\infty$, $n_{\rm id}\to2$ from below, so the current grows as $e^{V_{BE}/2V_T}$. In this model the slope comes from the shrinking active width alone, since each point of the junction keeps its ideal law.

## Worked example: a silicon power transistor

The parameters are rough illustrative values for one emitter stripe of a silicon power transistor at 300 K: a stripe 40 µm wide and 200 µm long with two contacts, a base 0.5 µm thick with $R_s=5000$ Ω per square, and $\beta=100$. The total base current is 0.30 mA, so the emitter current is 30.3 mA. Each side receives $i_B=0.30\ \text{mA}/(2\times0.02\ \text{cm})=7.5$ mA/cm. Then

$$T=\frac{5000\times(2\times10^{-3})\times(7.5\times10^{-3})}{2\times0.025852}=1.451,\qquad z=0.978,$$

$$J_*=\frac{2\times101\times0.025852}{5000\times(2\times10^{-3})^2}=261\ \text{A/cm}^2 .$$

The centre carries $261\times0.978^2\approx250$ A/cm² and the edge $261\times(0.956+2.104)\approx799$ A/cm², a ratio of 3.20. The lateral drop responsible for this is $V_T\ln3.20\approx30$ mV, little more than one thermal voltage. The effective width per side is 9.5 µm out of 20 µm.

Formula (5) gives $r_b=5000\times40/(12\times200)=83.3$ Ω, which at 0.30 mA would mean an extra bias of 25 mV. The full expression gives $25.85\ln(799/379)\approx19$ mV, with 379 A/cm² the mean density. The low-current resistance thus overestimates the extra bias by about 30% of its true model value.

With one contact and the same total base current, $T$ is four times larger, 5.80, and the density ratio rises to 19.7. In general, at fixed total base current, total emitter width and length, dividing an emitter that has two contacts into $m$ equal stripes, each with two contacts and an equal share of current, reduces both $w$ and $i_B$ by $m$ and hence $T$ by $m^2$.

**Test against a discrete network.** The lateral base was replaced by a ladder of resistors with a diode at each node, and Kirchhoff's laws were solved with the full diode law $J_s(e^{V/V_T}-1)$. For two contacts at 0.03, 0.3 and 3 mA, and for one contact at 0.3 mA, the largest relative deviation from the theorem was $2.2\times10^{-6}$ in current and $3.3\times10^{-6}$ in the density profile. At a base current of 1 µA the ladder gives $r_b=83.25$ Ω against 83.33 Ω from (5). The 0.1% deficit is the correction $T/5$, since $T\approx0.0048$ there.

At 0.3 mA both (6) and the ladder give $n_{\rm id}=1.576$. At 30 mA the ladder gives 2.0006 and (6) gives 1.9998, a difference of 0.04%. The excess over 2 is discretisation error of the ladder: it gives 2.0033, 2.0007 and 2.0000 with 2000, 4000 and 8000 cells, tending to the value of (6). The centre density there is 635 A/cm², close to the saturation value of 644 A/cm². These large currents test the mathematics of the model and do not describe this transistor, for the following reason.

## Where the assumptions fail

**Proposition (low injection).** If $n$ is the electron density injected at the emitter side of the base and $N$ the base doping, then at the emitter edge the low-injection estimate is

$$\frac nN=2\beta\,\frac{\mu_p}{\mu_n}\left(\frac{W_B}{w}\right)^2(z^2+T^2), \tag{7}$$

with $W_B$ the base thickness and $\mu_n,\mu_p$ the mobilities in the base.

**Proof.** For a uniformly doped base with negligible recombination, electrons diffuse down a linear profile, so $J_C=qD_nn/W_B$ with $D_n=\mu_nV_T$. The sheet resistance is $R_s=1/(q\mu_pNW_B)$. Eliminating $n$ and $N$,

$$\frac nN=\frac{J_CW_B}{q\mu_nV_T}\;q\mu_pR_sW_B=\frac{\mu_p}{\mu_n}\frac{R_sW_B^2J_C}{V_T}.$$

At the edge $J_C=\beta J(w)/(\beta+1)=2\beta V_T(z^2+T^2)/(R_sw^2)$, which gives (7). $\square$

At a given degree of crowding $R_s$ has dropped out. With $\beta$, $W_B$ and the mobilities held fixed, a narrower stripe reaches that degree of crowding at a larger $n/N$. Here $\mu_n=700$ and $\mu_p=300$ cm²/Vs give $n/N=0.16$. At 1 mA the estimate is already 1.3, so the theorem's density ratio of 14.7 at that current lies outside its regime. The one-contact case is also marginal: its edge density is $(261/4)(1.343^2+5.802^2)\approx2300$ A/cm², which corresponds to $n/N\approx0.5$.

**Comparison with the real case.** The geometry, sheet resistance and gain above are rough illustrative values. The assumption of constant $R_s$ and $\beta$ fails gradually as $n/N$ grows. Neutrality raises the hole density along with the electron density. For a linear electron profile the mean hole density is $N+n/2$, so the base conductance rises by the factor $1+n/(2N)$. The larger hole charge also lowers the collector current at given bias by the same factor, while the base current keeps its exponential law. Integrating this modified model at the same base current, with $n(n+N)=n_i^2e^{V/V_T}$, lowers the edge density from 799 to 727 A/cm² and the edge-to-centre ratio from 3.20 to 2.95, about 8% of the original ratio. The linear profile is itself an approximation; with the exact profile of a uniformly doped base the edge density is about 1 A/cm² lower and the ratio is 2.94.

Some other neglected effects have these estimated sizes:

- Injection from the two long sidewalls, taken as flat vertical walls 1 µm deep, adds at most about 11% of the planar current if the sidewall density does not exceed the planar edge density; for a rounded edge of 1 µm radius the bound is about 17%. Under the same condition the two end walls add at most about 2% more.
- The emitter metal, at 0.03 Ω per square and fed from one end, drops 2.3 mV along the stripe. With the base potential at the contact edge held fixed, this changes the edge density by about 9% from end to end of the stripe and the centre density by about 4%. A vertical series resistance in the emitter and its contact opposes crowding: for the crowded profile its drop differs between edge and centre by about 0.55 mV at $10^{-6}$ Ω cm² and 5.5 mV at $10^{-5}$ Ω cm².
- At 5 V between collector and emitter, a uniform heat source on thick silicon warms the centre by about 5 K, which raises $V_T$ by 2%. This is for a single stripe; neighbouring stripes and the package add to the heating. For the crowded profile the centre is about 0.5 K warmer than the edge. With a constant band gap this is equivalent to 0.7 mV of bias, and with the narrowing of the gap on heating to about 0.8 mV. It opposes the 30 mV lateral drop. The variation along the stripe is larger: the emitter edge is about 1.7 K cooler at the ends than at mid-length, mostly within the last 20 µm. This is equivalent to about 2.8 mV, or an edge density about 10% lower at fixed bias, comparable to the metal drop. Thermal changes of mobility and gain are not included.
- The edge density is 10% of the rough onset of base push-out, 8000 A/cm² for a collector doping of $5\times10^{15}$ cm⁻³, if electrons cross the whole collector at their saturated velocity. In a thick collector at low voltage they are slower and push-out starts earlier: for 10 µm at 5 V, between about 3000 and 4400 A/cm², depending on the velocity-field law used. Lighter doping lowers the onset further.
- The lateral field displaces electrons by about 0.02 µm during their transit of the base. Diffusion spreads them sideways by more, about one base thickness or 0.5 µm. Both lengths are small compared with $w_{\rm eff}$; the spreading past the emitter edges adds roughly 2% to the collector current.
- The peak collector field, 0.09 MV/cm, is well below the rough breakdown field of silicon, 0.3 MV/cm. The base doping is 0.3% of the valence-band density of states, so the holes are not degenerate.

The density profile, the sweep of base current and the remaining values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough silicon power transistor)
temperature 300 K; V_T 25.852 mV
stripe width 40 um; length 200 um
half-width w 20 um; base 0.5 um
R_s 5000 ohm/sq; gain 100
total I_B 0.30 mA; I_E 30.30 mA
i_B per side 7.500 mA/cm; V_CE 5.0 V
mobilities n, p: 700, 300 cm2/Vs
base doping from R_s 8.322e+16 cm^-3
n_i 1.0e+10 cm^-3; J_sat 7.038e-11 A/cm2
RESULTS
T 1.4506; z 0.9777 rad; J* 261.11 A/cm2
J centre 249.6; J edge 799.0 A/cm2
mean J 378.7 A/cm2
edge/centre density ratio 3.201
lateral drop 30.08 mV; V_BE at edge 0.7771 V
effective width per side 9.48 um
x (um), J secant, J ladder (A/cm2), V(x)-V(0) (mV)
  2    252.0    252.0    0.25
  5    265.1    265.1    1.56
 10    320.2    320.2    6.44
 15    452.2    452.2   15.36
 19    696.2    696.2   26.52
SWEEP: I_B mA, T, z rad, edge/centre, w_eff/w, n/N edge
0.03 0.1451 0.3719 1.152 0.910 0.009
0.10 0.4835 0.6440 1.564 0.746 0.035
0.30 1.4506 0.9777 3.201 0.474 0.164
1.00 4.8352 1.3068 14.690 0.193 1.344
one contact, same I_B: T 5.8023; z 1.3433 rad
one contact: edge/far-edge ratio 19.66
low-current r_b: formula 83.33 ohm
low-current r_b: ladder 83.25 ohm
ideality: formula 1.5761; ladder 1.5761
ideality at 100 x I_B, ladder 2.0006
centre density limit 644.3 A/cm2
centre at 100 x I_B, ladder 635.5 A/cm2
worst ladder error: current 2.2e-06
worst ladder error: profile 3.3e-06
NEGLECTED EFFECTS (estimates)
injected/doping at edge 0.164
modulated base: J centre 246.6 A/cm2
modulated base: J edge 726.7 A/cm2
modulated base: edge/centre 2.946
push-out onset 8011 A/cm2; edge/onset 0.100
centre heating, uniform source 5.31 K
centre minus edge temperature 0.473 K
equivalent bias difference 0.663 mV
sidewall/planar current, bound 0.105
emitter metal drop along stripe 2.27 mV
electron lateral drift at edge 0.0181 um
collector peak field 0.088 MV/cm
base doping / valence-band density 0.0028
```
